Slope-bit encoding of a two-dimensional single-step growth surface

**One row first**

Take a row of sites whose neighbouring heights differ by +1 or −1, and look at three of them with heights 1, 0, 1. Going right, the surface steps down and then up. Write 0 for a step down and 1 for a step up: the pit is the bit pair 01. Raise the middle site by 2. The heights become 1, 2, 1 and the pair becomes 10. Two bits have flipped, both steps still have size one, and the total height change across the three sites is still zero.

On a square lattice a pit lies at the crossing of two such rows. Raising it turns 01 into 10 along x and along y, which makes four flips. What is new in two dimensions is a constraint: a walk around any elementary square, or plaquette, must return to its starting height. The bits of the two directions are therefore not independent, and a growth rule acting on bits must respect this.

**Conventions and encoding**

Sites are (i,j), with i along x and j along y, both running from 0 to L−1 with periodic boundaries. L is even and at least 4. Heights h(i,j) are integers in model height units, and nearest neighbours differ by ±1. Each site stores two bits, b_x and b_y, for its forward slopes:

s_x(i,j) = h(i+1,j) − h(i,j) = 2b_x(i,j) − 1
s_y(i,j) = h(i,j+1) − h(i,j) = 2b_y(i,j) − 1

Each bond of the lattice thus owns one bit, and there are 2L² bits in all.

Walk counterclockwise around the plaquette whose lower-left corner is (i,j). The bottom and right bonds are crossed in their forward direction, the top and left bonds backwards, so the height gained is

C(i,j) = s_x(i,j) + s_y(i+1,j) − s_x(i,j+1) − s_y(i,j).

A height function requires C = 0. Call the four bits B, R, T and K for bottom, right, top and left. The constants −1 cancel, leaving

C = 2(B + R − T − K).

Closure means B + R = T + K. Both sides equal 0 in one way, 1 in four ways and 2 in one way, so 6 of the 16 patterns are closed. The XOR of the four bits vanishes for 8 patterns. The two extra ones, B = R = 1 with T = K = 0 and its inverse, have C = +4 and −4. A parity check is therefore necessary but not sufficient; the signed sum is needed.

**When the bits define a surface**

Plaquette closure is a local condition, and a torus also has closed walks that go right around it. Define the period sums

P_x(j) = Σ_i s_x(i,j),  P_y(i) = Σ_j s_y(i,j).

If all C vanish, summing C(i,j) over i gives

0 = P_x(j) − P_x(j+1) + Σ_i [s_y(i+1,j) − s_y(i,j)].

The last sum is zero because the shift by one site only reorders its terms around the period. Hence P_x is the same for every row, and by the same argument P_y is the same for every column. Two numbers remain to be checked, and a periodic height needs both to be zero. This is why L must be even: an odd number of ±1 terms cannot sum to zero.

These conditions suffice. Set q(0,0) = 0 and build

q(i,j) = Σ_{k<i} s_x(k,0) + Σ_{l<j} s_y(i,l).

Its y differences are s_y by construction. For the x differences inside the array, use C = 0 in the form s_y(i+1,l) − s_y(i,l) = s_x(i,l+1) − s_x(i,l):

q(i+1,j) − q(i,j)
= s_x(i,0) + Σ_{l<j} [s_x(i,l+1) − s_x(i,l)]
= s_x(i,j),

since the sum telescopes. Across the seam from i = L−1 to i = 0 the same algebra gives s_x(L−1,j) − P_x, and across the y seam s_y(i,L−1) − P_y. Both are correct when the period sums vanish.

The 4×4 torus shows how much the global condition matters. It has 2970 bit states with all plaquettes closed, of which 990 have zero period sums. The other 1980 pass every local check and yet describe no periodic height.

The bits do not contain the absolute height, since adding a constant to h changes no slope. A counter supplies it. Each deposit adds 2 to the sum of heights, so after N deposits from an initial mean h̄₀,

h(i,j) = q(i,j) − q̄ + h̄₀ + 2N/L²,

where q̄ is the mean of q.

**The deposition rule**

A site is a local minimum if all four neighbours are higher by 1. Its forward slopes are then +1. Its backward bonds, owned by the left and lower neighbours, carry slopes that run into the site and equal −1. In bits:

b_x(i,j) = 1, b_x(i−1,j) = 0, b_y(i,j) = 1, b_y(i,j−1) = 0.

Raise the site by 2. Its height enters the outgoing slopes with a minus sign and the incoming ones with a plus sign:

δs_x(i,j) = −2, δs_y(i,j) = −2
δs_x(i−1,j) = +2, δs_y(i,j−1) = +2.

The outgoing slopes go from +1 to −1 and the incoming ones from −1 to +1. These are four bit flips, and no other bond contains the site, so the number is exactly four. At a site that is not a minimum some neighbour is lower by 1. Raising the site by 2 would make that difference 3, which one bit cannot hold.

Four plaquettes touch the site, and each contains two of the changed bonds. With the signs from the definition of C:

δC(i,j) = δs_x(i,j) − δs_y(i,j) = −2 + 2 = 0
δC(i−1,j) = δs_x(i−1,j) + δs_y(i,j) = 2 − 2 = 0
δC(i,j−1) = −δs_x(i,j) − δs_y(i,j−1) = 2 − 2 = 0
δC(i−1,j−1) = δs_y(i,j−1) − δs_x(i−1,j) = 2 − 2 = 0.

All other plaquettes are untouched. The period sum of row j changes by +2 − 2 = 0, and so does that of column i. Deposition thus preserves both the local and the global condition.

**Which flips are allowed**

Suppose the four bits of a site are flipped without testing it first. Name the old slopes a = s_x(i,j), b = s_y(i,j), c = s_x(i−1,j) and d = s_y(i,j−1). A flip turns s into −s, a change of −2s. The four closure changes, in the order used above, are

−2a + 2b, −2c − 2b, 2a + 2d, 2c − 2d.

They all vanish if and only if a = b = −c = −d. The value a = +1 is a minimum and the flip is a deposit. The value a = −1 is a maximum and the flip removes a unit of height 2. At any other site at least one plaquette opens.

In this bond-bit encoding no smaller move exists. Each bond borders two plaquettes, and flipping its bit changes the C of each by ±2. For the changes to cancel, every plaquette must contain an even number of flipped bonds. Draw a segment across each flipped bond, joining the centres of the plaquettes on either side. An even number of segments meets at every centre, so a nonempty set contains a closed loop. A loop that does not wind around the torus has at least 4 segments, and one that winds has at least L ≥ 4. Fewer than four flips therefore cannot preserve closure. For L > 4, a set of four must be a unit loop around one site, and by the preceding result that site is an extremum. For L = 4 a straight winding loop also has four segments, so the restriction on L is needed.

Deposition reaches every surface with zero period sums. Let h be the current surface and g the target. Shift g by a constant so that g − h is even everywhere and nowhere negative; this is possible because each height changes parity at every lattice step. Among the sites with h < g take one, r, of lowest h. If a neighbour n were lower, it would already be on target, so g(n) = h(r) − 1. But g(r) ≥ h(r) + 2, and the target would have a slope of at least 3, which is forbidden. So r is a minimum and can be raised without passing g. Repeating this ends at g, because Σ(g − h) falls by 2 each time. On the 4×4 torus the states reached by the bit rule are the same 990 found by enumerating the constraints. In all 990 the result of flipping each site, 15840 flips in total, agreed with the extremum criterion.

**A worked surface**

Forty deposits on a flat 6×6 start gave these heights, with y = 5 in the top line and x increasing to the right:

3 4 3 4 3 4
2 3 4 5 4 3
1 2 3 4 3 2
2 3 2 3 2 3
1 2 1 2 3 2
2 3 2 3 2 3

The site (2,1) has height 1 and four neighbours of height 2. Depositing there raises it to 3 and changes

b_x(1,1): 0 → 1
b_x(2,1): 1 → 0
b_y(2,0): 0 → 1
b_y(2,1): 1 → 0.

For the plaquette with lower-left corner (1,0), this site is the upper-right corner. Its signed terms, in the order bottom, right, top, left, give

before: −1 − 1 + 1 + 1 = 0
after: −1 + 1 − 1 + 1 = 0.

The right bond gains 2 and the top bond, traversed backwards, loses 2. The other three plaquettes close in the same way; their terms are in the numerical output.

The neighbouring site (1,1) has height 2. Its neighbours along x have height 1 and those along y have height 3, so it is a saddle. Here a = −1, b = +1, c = +1 and d = −1, and the four changes are +4, −4, −4 and +4. A blind flip opens all four plaquettes.

This surface has 5 minima and 6 maxima. A search through all sets of one, two and three of its 72 bits found none that preserves closure. Among the 1,028,790 sets of four it found 11, which are the sets around the 5 + 6 extrema.

**Pseudocode**

For random sequential deposition, one attempt is:

choose a site (i,j) at random
if b_x(i,j)=1 and b_x(i−1,j)=0 and b_y(i,j)=1 and b_y(i,j−1)=0:
  flip these four bits
  N ← N + 1
advance time, whether or not the attempt succeeded

Many sites can also be treated together. Two neighbours cannot both be minima, since each would have to be lower than the other. A bond joins two neighbours, so different minima own disjoint sets of four bits. Flipping one set leaves the other minima as they were, and the order does not matter.

Pack row j into words X_j and Y_j, with bit i holding b_x(i,j) and b_y(i,j). Let U move each bit from place i−1 to place i, cyclically, and let D be its inverse. A random word Q_j has each bit set with the acceptance probability p. One synchronous step is:

for every j:
  M_j ← X_j AND NOT U(X_j) AND Y_j AND NOT Y_{j−1} AND Q_j
for every j:
  X_j ← X_j XOR M_j XOR D(M_j)
  Y_j ← Y_j XOR M_j XOR M_{j+1}
N ← N + number of set bits in all M_j

Row indices are cyclic. The term D(M_j) is present because a minimum at i+1 also flips b_x(i,j), and M_{j+1} is present because a minimum in the row above also flips b_y(i,j). All masks must be finished before any row is changed; otherwise later masks would see a mixture of old and new slopes.

The two schedules share the encoding but are different stochastic processes. In the synchronous one, a minimum created during a step must wait for the next. Widths and growth rates from one should not be assigned to the other without a separate comparison.

**Cost and a larger run**

A sequential attempt reads four bits and, if it succeeds, writes four; its cost does not depend on L. With machine words of w bits, a synchronous step needs of order L²/w logical operations, plus the generation of L² random acceptance bits. Reconstructing the heights takes of order L² additions and is needed only when heights are measured.

A 64×64 surface was grown from flat for 400 synchronous steps with p = 0.5. At every step the packed bits agreed with those of an integer-height simulation using the same random choices. The slope bits occupy

2 × 64² / 8 = 1024 bytes,

against 4 × 64² = 16384 bytes for 32-bit heights, a factor of 16; against one byte per height, which would hold this surface, the factor is 4. Two bits per site is not the minimum either. The parity of h is fixed by the chessboard sublattice, so one bit per site gives h mod 4, and a neighbour difference of 1 or 3 modulo 4 gives the slope +1 or −1. That form needs 512 bytes and a deposit flips one bit. This counts the stored bits alone, without the overhead of a programming language or the temporary masks.

The run made 179512 deposits. From the initial mean of 0.5 the final mean is

0.5 + 2 × 179512 / 4096 = 88.15.

Heights rebuilt from the bits and the counter agreed with the integer heights. They ranged from 83 to 92.

The counts also give the density of minima. Between steps 100 and 400 there were 179512 − 46253 = 133259 deposits, or

133259 / (300 × 4096) = 0.108 per site and step.

Since half of the minima are accepted on average, about 0.22 of the sites were minima. The flat start has 0.5. Most of the drop comes at once, as the chessboard order is lost. After one step the expected density is 1/4 + 1/32 ≈ 0.28: the unaccepted minima, plus the former maxima whose four neighbours were all raised. The rate was already 33805 / (75 × 4096) = 0.110 between steps 25 and 100, so the later growth of the width changes it little.

The root-mean-square width was 0.99 at step 25, 1.27 at step 100 and 1.30 at step 400, compared with 0.5 for the flat start. The small last change is not evidence of saturation. The width of a single surface fluctuates, and this can hide continued growth of the average width. Averaged over 40 runs with the same L and p, the width rises from 1.27 at step 100 to about 1.6 at step 400, with a run-to-run spread of about 0.2, so the value 1.30 lies low. Finding the saturated width needs longer times and an average, either over many runs or over a long stationary stretch of one run. The three single-time widths given here provide neither an error bar nor a scaling exponent.

**Two limits for checking an implementation**

On the flat surface, heights alternate between 0 and 1 like a chessboard, and half the sites are minima. With p = 1 a synchronous step raises all of them from 0 to 2. The surface is again a chessboard, now of heights 1 and 2, and the mean has risen by 1. It stays a chessboard for ever, with a root-mean-square width of 0.5, so any other width in this limit is a programming fault.

The opposite limit is a tilted surface. If P_x = T is not zero, the bits describe a height with h(i+L,j) = h(i,j) + T. The deposition algebra is unchanged and T is conserved, so the scheme also serves for growth on a fixed mean slope, provided the reconstruction includes the jump T at the seam. At the steepest slope, T = L, every b_x is 1. The condition b_x(i−1,j) = 0 is met nowhere, there are no minima, and growth stops.

**Stability and failure modes**

The update is pure logic and accumulates no rounding error. A corrupted bit, however, does not heal. The minimum pattern fixes the four changes δs, so a deposit leaves every C unchanged even if some C are already wrong. One wrongly flipped bit therefore leaves two plaquettes with altered C, and later deposits neither move nor erase that mark. An occasional sweep over C thus finds an old isolated error as well as a new one.

Some errors leave no such mark. Take the surface h = (i mod 2) + (j mod 2) with L = 6, for which s_x(0,j) = +1 in every row. Flip these six bits. Each affected plaquette has its bottom and top terms changed by −2 and +2, so all plaquettes stay closed. But P_x has gone from 0 to −2, and a walk around the x period ends 2 units too low. Checking P_x in one row and P_y in one column, together with all C, exposes this.

An uncounted deposit also passes both checks, because it leaves a valid surface. It can be caught by following the height of the site (0,0), where q = 0, separately, adding 2 whenever a deposit is made there. The mean height is then h(0,0) + q̄, which must equal h̄₀ + 2N/L².

If removal at maxima is added, a minimum and a neighbouring maximum must not be updated in the same pass. They share a bond, and the true slope after both moves would be 3 in size. XOR flips the shared bit twice and leaves it unchanged, an error of 4 in that slope, and for an isolated pair the two plaquettes on either side acquire C = ±4. A parity check misses this. With several conflicts at one site the errors can cancel: if a minimum and all four neighbouring maxima are updated together, every C stays zero and the centre ends 4 units too low, which the signed sum misses as well. Separate passes for deposition and removal avoid it, if the masks are recomputed between them. So does updating one chessboard sublattice at a time, because its sites are never neighbours.

**What the model covers**

The four-flip result is combinatorial and contains no rate, temperature or bond energy, so no material parameter can alter it. Its use for a real film is another matter. The growth rule here lets material stay where it is accepted, whereas surface diffusion can carry atoms elsewhere before they are incorporated. A hop beyond the nearest neighbours, for example to a diagonal site, could be encoded as removal at a maximum followed by deposition at a minimum, two moves of four flips each, but its rate would have to come from a physical model. A hop to a nearest neighbour cannot be encoded in this way: after the removal all four neighbours are higher than the vacated site, so none of them is a minimum. Overhangs, vacancies and height differences other than ±1 lie outside the encoding. The widths above are in model height units and predict no film roughness.

Computed values

```
Plaquette patterns: all, closed, even parity: 16 6 8
4x4 torus, closed slope states: 2970
4x4 torus, closed states with zero period sums: 990
4x4 torus, states reached by deposition: 990
4x4 torus, site flips and deposits checked: 15840 3648
6x6 example, deposits made from flat start: 40
Heights (x to the right from 0, top line y=5, bottom y=0):
   3  4  3  4  3  4
   2  3  4  5  4  3
   1  2  3  4  3  2
   2  3  2  3  2  3
   1  2  1  2  3  2
   2  3  2  3  2  3
Chosen minimum (x,y)=(2,1), height before, after: 1 3
  bit bx(1,1): 0 -> 1
  bit bx(2,1): 1 -> 0
  bit by(2,0): 0 -> 1
  bit by(2,1): 1 -> 0
Signed terms: bottom, right, top, left; before -> after
  plaquette (1,0): [-1, -1, 1, 1] -> [-1, 1, -1, 1], sum 0
  plaquette (1,1): [-1, 1, 1, -1] -> [1, -1, 1, -1], sum 0
  plaquette (2,0): [1, -1, -1, 1] -> [1, -1, 1, -1], sum 0
  plaquette (2,1): [1, 1, -1, -1] -> [-1, 1, -1, 1], sum 0
Forbidden flip at non-extremum (1,1), plaquettes broken: 4
6x6 example, minima and maxima: 5 6
  sets of 1 bits searched, closure-preserving: 72 0
  sets of 2 bits searched, closure-preserving: 2556 0
  sets of 3 bits searched, closure-preserving: 59640 0
  sets of 4 bits searched, closure-preserving: 1028790 11
Line flip: bits flipped, broken plaquettes, x-period height mismatch: 6 0 -2
Packed run: L=64, acceptance probability=0.5, steps=400
  step 25: deposits 12448, mean height 6.5781, rms width 0.9915
  step 100: deposits 46253, mean height 23.0845, rms width 1.2670
  step 400: deposits 179512, mean height 88.1523, rms width 1.3014
Initial mean height: 0.5
Largest error of heights recovered from bits and count: 0.0e+00
Final lowest and highest height: 83 92
Slope-bit payload (bytes): 1024
Same surface as 32-bit heights (bytes): 16384
```
